# Tree-Level Unitarity in QED: Hermitian Amplitudes and Factorized Poles, part 1

(Sections cited here and not found follow in the second part.)

## Unitarity and the poles of tree amplitudes

An electron, a photon and a muon enter a collision, and an electron, a photon and a muon leave it. One way for this to happen is in two steps: the photon scatters from the electron, travels away, and then scatters from the muon. In the lowest-order amplitude the travelling photon is an internal line of momentum $k$, with a factor $1/k^2$. If the external momenta make $k^2=0$, the amplitude diverges. The internal line of the covariant Feynman rules has four components, whereas a real photon has two polarizations. Two questions follow. Which states contribute to the divergence? And does probability conservation say anything about the amplitude where no internal line is on shell?

**Setting.** I use $\hbar=c=m_e=1$, metric $(+,-,-,-)$ and $e^2=4\pi\alpha$ with $e$ real. Electron and muon both have charge $-e$. One-particle states obey

$$\langle \mathbf p',s'|\mathbf p,s\rangle=(2\pi)^3\,2E_{\mathbf p}\,\delta^3(\mathbf p'-\mathbf p)\,\delta_{s's}.$$

The scattering operator is $S=1+iT$. A connected process $i\to f$ has an amplitude $M_{fi}$ defined by

$$T_{fi}=(2\pi)^4\delta^4(P_f-P_i)\,M_{fi}.$$

In Coulomb gauge the photon states are transverse from the start. With normal ordering understood, the interaction is

$$H_I=e\!\int\! d^3x\,\mathbf j\cdot\mathbf A_T+\frac{e^2}{2}\!\int\! d^3x\,d^3y\,\frac{\rho(\mathbf x)\rho(\mathbf y)}{4\pi|\mathbf x-\mathbf y|},$$

where $\rho=\sum_a\psi_a^\dagger\psi_a$, $\mathbf j=\sum_a\bar\psi_a\boldsymbol\gamma\psi_a$ and $a$ runs over electron and muon. Since $\rho$, $\mathbf j$ and $\mathbf A_T$ are hermitian and $e$ is real, $H_I$ is hermitian. As usual in scattering theory, $e$ is multiplied by a real function of time that switches the interaction on and off slowly.

**Theorem.** Let $M_{fi}$ be a connected tree amplitude of QED at real momenta, with no photon line, external or internal, of zero three-momentum.

(i) If no internal line is on shell, then $M_{fi}=M_{if}^*$.

(ii) Let one internal line, of mass $m$ and momentum $P$ with $P^0>0$, approach its mass shell while all others stay off shell. Then

$$M_{fi}=-\frac{R}{P^2-m^2+i\varepsilon}+\text{regular},\qquad R=\sum_\lambda A_{f\lambda}A_{\lambda i}.\tag{1}$$

Here $A_{\lambda i}$ is the on-shell tree amplitude that creates the particle and $A_{f\lambda}$ the one that absorbs it. The label $\lambda$ runs over two transverse polarizations for a photon and two spin states for a fermion or antifermion. Fermion amplitudes on both sides are taken with the same ordering of the external states, so that exchange signs agree.

The direction $P^0>0$ is a labelling choice: it says which of the two subprocesses creates the particle.

**Lemma 1 (unitarity order by order).** Write $T=\sum_{n\ge1}e^nT_n$. Then

$$-i\,(T_n-T_n^\dagger)=\sum_{k=1}^{n-1}T_k^\dagger\,T_{n-k}.\tag{2}$$

*Proof.* The evolution operator obeys $i\,\partial_tU=H_IU$, hence $-i\,\partial_tU^\dagger=U^\dagger H_I$. Therefore

$$\partial_t(U^\dagger U)=iU^\dagger H_IU-iU^\dagger H_IU=0 .$$

Since $U=1$ initially, $S^\dagger S=1$ for every real $e$. A power series in $e$ that equals 1 for all real $e$ has vanishing coefficients beyond the zeroth. With $S_0=1$ and $S_n=iT_n$, the coefficient of $e^n$ is

$$iT_n-iT_n^\dagger+\sum_{k=1}^{n-1}(-i)(i)\,T_k^\dagger T_{n-k}=0 .$$

Because $(-i)(i)=1$, moving the first two terms to the other side gives (2). ∎

The first order is hermitian, and the second satisfies $-i(T_2-T_2^\dagger)=T_1^\dagger T_1$. A driven three-level system provides a test of (2) free of field-theory complications. Through fourth order the two sides differ by at most $1.3\times10^{-12}$, while the largest matrix element on the right at fourth order is $1.21$.

**Lemma 2 (order of a graph).** A connected graph with $n$ external legs and $L$ loops has order $e^{\,n-2+2L}$.

*Proof.* Wick's theorem turns the Dyson series into graphs whose vertices each join two fermion lines and one photon line and carry one factor $e$. The Coulomb term, of order $e^2$, counts as two such vertices joined by an instantaneous line. For $v$ vertices and $I$ internal lines, counting line ends gives $3v=n+2I$. A connected graph has $L=I-v+1$. Substituting $I=L+v-1$,

$$3v=n+2L+2v-2\quad\Longrightarrow\quad v=n-2+2L.\qquad ∎$$

A tree with six legs is thus of order $e^4$.

**Lemma 3 (which cuts have tree order).** In the connected $n$-leg part of $S^\dagger S$ at order $e^{n-2}$, a term with $V$ connected blobs has exactly $V-1$ lines joining them, and every blob is a tree.

*Proof.* Wick's theorem writes each matrix element of $S$ as a sum of products of connected blobs and free spectator lines. In $S^\dagger S$ an intermediate particle may link a blob of $S$ to a blob of $S^\dagger$, or it may be a spectator of one of them and so continue to an external leg. Let blob $v$ have $n_v$ legs and $L_v$ loops, and let $c$ lines link the blobs. Each link uses two legs, so $\sum_vn_v=n+2c$. By Lemma 2 the total order is

$$\sum_v(n_v-2+2L_v)=n+2c-2V+2\sum_vL_v .$$

Setting this equal to $n-2$ gives

$$(c-V+1)+\sum_vL_v=0 .$$

Connecting $V$ blobs requires $c\ge V-1$, so both terms are non-negative and both must vanish. ∎

The number of linking lines has a kinematic consequence. In a tree of blobs, momentum conservation fixes the momentum of every link in terms of external momenta. Each link is a real intermediate particle, so it imposes one mass-shell condition. Two blobs impose one condition; three blobs impose two. If at most one line can be on shell, only the terms with $V=1$ and $V=2$ survive.

Spectators are essential here. In the three-body collision, the muon is a spectator while the photon scatters from the electron, and the outgoing electron is a spectator while the photon scatters from the muon. The intermediate state contains three particles, but only one of them links the two blobs.

**Lemma 4 (no on-shell three-leg blob).** At real momenta and non-zero photon momentum, no three-leg QED process is allowed.

*Proof.* For $p+q=p'$ with $q^2=0$, squaring gives $m^2+2p\cdot q=m^2$, so $p\cdot q=0$. But

$$p\cdot q=\omega\,(E-|\mathbf p|\cos\theta)\ \ge\ \omega\,(E-|\mathbf p|)>0$$

for $m>0$. Emission is the same process reversed. For pair creation or annihilation, the pair has squared momentum at least $4m^2$, which cannot equal zero. Creation of all three particles from nothing violates energy conservation. ∎

The masses matter for this proof: for $m=0$ the product $p\cdot q$ vanishes for parallel momenta, so the three-leg process is kinematically allowed. Its amplitude is still zero, because the current $\bar u(p')\gamma^\mu u(p)$ of parallel massless momenta points along them and a transverse polarization is orthogonal to it. An internal line of a four-leg tree can then approach its mass shell at collinear momenta. Massless Compton scattering with final photon momentum $q'$ grows there as $|(p-q')^2|^{-1/2}$, which is not a simple pole.

For massive fermions, Lemma 4 implies that a physical four-leg tree has no pole under the stated conditions, because an internal line on shell would split it into two on-shell three-leg processes. For the same reason, poles in the physical region first appear with six legs, where both blobs have four.

**Lemma 5 (cut of one line).** Suppose at most one internal line, of momentum $P$, can be on shell. Then

$$M_{fi}-M_{if}^*=2\pi i\,\delta(P^2-m^2)\,\theta(P^0)\sum_\lambda A_{\lambda f}^*A_{\lambda i}.\tag{3}$$

*Proof.* Split the external particles as $i=i_1\cup i_2$ and $f=f_1\cup f_2$. The first blob is $i_1\to f_1+\lambda$, the second is $i_2+\lambda\to f_2$, and $P=P_{i_1}-P_{f_1}$. The symbol $A_{\lambda f}$ denotes the reverse of the second process, $f_2\to i_2+\lambda$. The one-blob terms of $S^\dagger S$ are $iM_{fi}$ and $-iM_{if}^*$. In the two-blob term, $S$ gives $iA_{\lambda i}$ and $S^\dagger$ gives $-iA_{\lambda f}^*$. The sum over intermediate states of the spectators gives unity with the chosen normalization. The linking particle remains:

$$\sum_\lambda\int\!\frac{d^3k}{(2\pi)^32\omega_k}(2\pi)^4\delta^4(P_{i_1}-P_{f_1}-k)\,(2\pi)^4\delta^4(k+P_{i_2}-P_{f_2})\,A_{\lambda f}^*A_{\lambda i}.$$

The first delta function sets $k=P$, which turns the second into overall conservation, $(2\pi)^4\delta^4(P_i-P_f)$. After this common factor is removed, the integral is

$$\int\!\frac{d^3k}{(2\pi)^32\omega_k}(2\pi)^4\delta^4(k-P)=\frac{2\pi}{2\omega_P}\,\delta(P^0-\omega_P)=2\pi\,\delta(P^2-m^2)\,\theta(P^0).$$

The last equality holds because $P^2-m^2=(P^0)^2-\omega_P^2$ has slope $2\omega_P$ at $P^0=\omega_P$. Thus $i(M_{fi}-M_{if}^*)+2\pi\delta\,\theta\sum A^*A=0$. Multiplication by $-i$ gives (3). ∎

**Proof of (i).** If no internal line is on shell, every term with $V\ge2$ contains a delta function that vanishes. Only the one-blob terms are left, so $M_{fi}=M_{if}^*$. ∎

**Proof of (ii).** Let $x=P^2-m^2$. In a tree, the momentum of an internal line is fixed by the way the line divides the external legs into two sets. Two different lines of one tree divide them differently, because every vertex has three legs. Hence $1/(x+i\varepsilon)$ appears at most once in each graph, and the singularity is a simple pole:

$$M_{fi}=-\frac{R_{fi}}{x+i\varepsilon}+B_{fi}.$$

The reversed process has the same form with $R_{if}$ and $B_{if}$. Part (i) holds at every small $x\neq0$; multiplying it by $x$ and letting $x\to0$ gives $R_{fi}=R_{if}^*$, and then $B_{fi}=B_{if}^*$ at the pole. Therefore

$$M_{fi}-M_{if}^*=-R_{fi}\left[\frac1{x+i\varepsilon}-\frac1{x-i\varepsilon}\right]=R_{fi}\,\frac{2i\varepsilon}{x^2+\varepsilon^2}\ \longrightarrow\ 2\pi i\,R_{fi}\,\delta(x).\tag{4}$$

Comparison with (3) gives $R_{fi}=\sum_\lambda A_{\lambda f}^*A_{\lambda i}$. The internal lines of the two smaller amplitudes are also internal lines of $M$, and they are off shell by assumption. Part (i) therefore applies to them: $A_{\lambda f}^*=A_{f\lambda}$. This is (1). The sum contains only physical states because the Coulomb-gauge state space contains no others. ∎

**Remark (hermitian is not real).** Part (i) relates a process to its reverse. Multiplying an external state by a phase changes the phase of $M_{fi}$ and leaves the relation intact.

**Remark (meaning of the pole).** For $t>0$, closing the energy contour in the lower half-plane gives

$$\int\frac{dP^0}{2\pi}\,\frac{i\,e^{-iP^0t}}{P^2-m^2+i\varepsilon}=\frac{e^{-i\omega_Pt}}{2\omega_P}.$$

This is a particle of positive energy travelling from the first event to the later one, with the weight $1/2\omega_P$ of the one-particle phase space. The pole is the amplitude's record of two separate scatterings.

**Remark (where the result stops).** If two lines are on shell together, (3) is incomplete, because each line contributes its own cut. A term with three blobs also enters when one blob emits both particles or absorbs both. In a chain of three successive scatterings there is no such term: each link must run from a blob of $S$ to a blob of $S^\dagger$, and the middle blob cannot belong to both. With loops, $c\ge V$ is allowed; two linking particles then have a continuous phase space, and the anti-hermitian part need not be confined to isolated poles. A pole outside the physical region, such as $s=0$ in $e^-e^+\to\mu^-\mu^+$ where $s\ge4m_\mu^2$, is not reached by this argument.

## Physical states from covariant propagators

The first half used $S=1+iT$, connected amplitudes $M_{fi}$, and on-shell subamplitudes $A$. It showed that a QED tree satisfies $M_{fi}=M_{if}^*$ away from poles. Near a single pole, $M_{fi}=-R/(P^2-m^2+i\varepsilon)+\text{regular}$ with $R=\sum_\lambda A_{f\lambda}A_{\lambda i}$. That proof used Coulomb gauge, with charge $-e$ for electron and muon and units $\hbar=c=m_e=1$. The usual covariant rules have vertex $ie\gamma^\mu$, fermion propagator $i(\slashed p+m)/(p^2-m^2+i\varepsilon)$ and photon propagator $-ig_{\mu\nu}/(k^2+i\varepsilon)$. It remains to show that they give the same amplitudes, and to see how their unphysical components disappear.

**Lemma 6 (fermion numerator).** If $P^2=m^2$ and $P^0>0$, then $\slashed P+m=\sum_su_s\bar u_s$, where $\bar u_su_{s'}=2m\,\delta_{ss'}$.

*Proof.* The two spinors $u_s$ obey $\slashed Pu_s=mu_s$, and two further spinors $v_s$ obey $\slashed Pv_s=-mv_s$. Together they form a basis. On $u_s$ both sides of the claim give $2m\,u_s$. On $v_s$ the left side gives zero. So does the right side, because $m\,\bar u_{s'}v_s=\bar u_{s'}\slashed Pv_s=-m\,\bar u_{s'}v_s$ forces $\bar u_{s'}v_s=0$. ∎

Let $\bar{\mathcal A}_2$ and $\mathcal A_1$ be the parts of the graphs on either side of a fermion line, with the line's spinors removed. Then

$$iM=(i\bar{\mathcal A}_2)\,\frac{i(\slashed P+m)}{P^2-m^2+i\varepsilon}\,(i\mathcal A_1)\quad\Longrightarrow\quad M=-\frac{\bar{\mathcal A}_2(\slashed P+m)\mathcal A_1}{P^2-m^2+i\varepsilon}.$$

At the pole the numerator is $\sum_s(\bar{\mathcal A}_2u_s)(\bar u_s\mathcal A_1)$, the product of two on-shell amplitudes summed over two spins. If the fermion arrow runs against $P$, the numerator is $-\slashed P+m=-\sum_sv_s\bar v_s$ with $\bar v_sv_{s'}=-2m\,\delta_{ss'}$: both $\slashed P-m$ and $\sum_sv_s\bar v_s$ give $-2m\,v_s$ on $v_s$ and zero on $u_s$. The intermediate particle is then an antifermion, and the minus sign is the ordering sign mentioned in the theorem.

Unitarity in Coulomb gauge has shown that QED tree amplitudes are hermitian away from their poles and that the residue at a single pole is a sum over physical states; the covariant fermion propagator has been shown to give the same two spin states at its pole. It remains to show that the covariant photon propagator gives the same amplitudes as Coulomb gauge, with its unphysical components cancelling, and to test the results in a worked example.
